# Local Cluster Expansions for Vacancies and Hops in a Binary Alloy

## What has to be decided

A binary cluster expansion for an A–B alloy is in hand, and vacancies are to be added for a diffusion calculation. One can refit everything as a ternary alloy, or keep the host expansion and fit a small correction around the vacancy. The second course needs two decisions: which energy difference the correction is fitted to, and which clusters share a coefficient. A wrong difference leaves spurious host terms in the energy of the cell with the vacancy; a wrong symmetry group gives too many parameters or forces unequal ones to agree.

Take $N$ equivalent sites in a periodic cell, each holding A, B or a vacancy V. Let $\sigma_i=+1,-1,0$ for A, B, V, and let $p_i=1$ on a vacancy and $0$ otherwise. For a cluster $\alpha$ (a set of sites) write $\sigma_\alpha=\prod_{k\in\alpha}\sigma_k$, with $\sigma_\emptyset=1$. The result for configurations with at most one vacancy is

$$E=\sum_\alpha V_\alpha\sigma_\alpha+\sum_i p_i\sum_{\alpha\not\ni i}L^{(i)}_\alpha\sigma_\alpha. \qquad (1)$$

$V_\alpha$ are the host coefficients. $L^{(i)}_\alpha$ expand the energy with a vacancy at $i$ minus the mean of the energies with A and with B at $i$.

The energy must be a single-valued function of the configuration and must respect the space group. Relaxed energies qualify if relaxation leads to one structure per configuration and each atom stays assigned to its site. The algebra contains no physical constants, so it reads the same in atomic units or in eV.

## From one site to the ternary expansion

A function $f$ of one site's occupant has three values. Define

$$Mf=\tfrac12[f(A)+f(B)],\quad Sf=\tfrac12[f(A)-f(B)],\quad Df=f(V)-Mf .$$

Then $f=Mf+\sigma\,Sf+p\,Df$. For A the right side is $Mf+Sf=f(A)$; for B it is $Mf-Sf=f(B)$; for V, where $\sigma=0$ and $p=1$, it is $Mf+Df=f(V)$. The functions $1,\sigma,p$ are linearly independent on the three states, so the coefficients are unique.

Operators on different sites commute. Applying the identity at every site gives

$$E=\prod_{k=1}^{N}\left(M_k+\sigma_kS_k+p_kD_k\right)E .$$

Multiplied out, this is the complete ternary expansion. Terms without any $p$ have coefficients

$$V_\alpha=\prod_{k\in\alpha}S_k\prod_{k\notin\alpha}M_k\,E=2^{-N}\sum_{\sigma=\pm1}\sigma_\alpha E(\sigma),$$

because $M$ is half the sum over A and B, and $S$ is half the same sum weighted by $\sigma$. Terms with one factor $p_i$ have

$$L^{(i)}_\alpha=2^{-(N-1)}\sum_{\sigma_k=\pm1,\;k\ne i}\sigma_\alpha\,D_iE . \qquad (2)$$

Every remaining term contains a product $p_ip_j$ with $i\neq j$, which vanishes if there are fewer than two vacancies. This proves (1).

The two parts do not overlap. With the vacancy at $i$, $\sigma_i=0$ removes each host cluster containing $i$. What is left is

$$\sum_{\alpha\not\ni i}V_\alpha\sigma_\alpha=\prod_{k\ne i}(M_k+\sigma_kS_k)\,M_iE=M_iE .$$

The host polynomial thus returns the mean of the A-filled and B-filled cells, not the energy of a cell with a hole. Adding $D_iE=E(V_i)-M_iE$ restores $E(V_i)$. The fitting target is therefore

$$D_iE=E(V_i)-\tfrac12\left[E(A_i)+E(B_i)\right], \qquad (3)$$

with the same surroundings and the same energy zero in all three cells.

Suppose the host expansion is truncated and equals $E-\varepsilon$ on filled cells. Fitting $E(V_i)$ minus the host polynomial would give the target $D_iE+M_i\varepsilon$. The second term may collect host errors from the whole cell, far from the vacancy, which a short-ranged expansion cannot represent. Direct use of (3) keeps this term out of the local coefficients, at the cost of two filled-cell energies per data point. It does not remove the host error from the prediction: the truncated host polynomial gives $M_iE-M_i\varepsilon$, so even with an exact $D_iE$ the model energy of the cell with the vacancy is $E(V_i)-M_i\varepsilon$.

The constant $L_\emptyset$ is not a vacancy formation energy, since an average atom has been removed and not put anywhere. If the removed atom is of species $s$, with $\sigma_s=\pm1$, and goes to a reservoir at chemical potential $\mu_s$, then

$$E_{\rm f}=E(V_i)-E(s_i)+\mu_s=D_iE-\sigma_sS_iE+\mu_s ,$$

because $E(s_i)=M_iE+\sigma_sS_iE$.

## Orbits under the point group of the vacancy

Let $g$ be a space-group operation that carries the occupant of site $k$ to site $gk$, so that $(g\sigma)_{g\alpha}=\sigma_\alpha$. Relabelling the sum for the moved host configuration gives

$$E(g\sigma)=\sum_\alpha V_{g\alpha}(g\sigma)_{g\alpha}=\sum_\alpha V_{g\alpha}\sigma_\alpha .$$

Since $E(g\sigma)=E(\sigma)$ and the coefficients are unique, $V_{g\alpha}=V_\alpha$. The same argument with one vacancy gives

$$L^{(gi)}_{g\alpha}=L^{(i)}_\alpha .$$

A suitable $g$ brings any vacancy to a chosen origin, so one table of coefficients serves all sites. The operations that remain are those with $gi=i$: the site point group $G_i$. Clusters connected by $G_i$ share a coefficient. If the crystal has several classes of inequivalent sites, each class needs its own table.

These local orbits are the one-vacancy orbits of the ternary expansion. A ternary cluster with one vacancy is a pair $(i,\alpha)$. Any pair $(j,\beta)$ can be moved to have its vacancy at $i$, so every ternary orbit contains some $(i,\alpha)$. If $(i,\alpha)$ and $(i,\beta)$ are connected by $g$, then $gi=i$ and $g$ belongs to $G_i$, so distinct local orbits stay distinct.

The multiplicities follow too. Let $H$ be the subgroup leaving $(i,\alpha)$ unchanged. The ternary orbit has $|G|/|H|$ members and the local one $|G_i|/|H|$. Their ratio is $|G|/|G_i|=N$. The multiplicity per site in a ternary code is thus the size of the local orbit, with no further factor.

For the twelve nearest neighbours of an fcc vacancy, the group has 48 operations. There is one orbit of single sites, four of pairs and nine of triplets. The pair orbits have sizes 6, 12, 24 and 24, whose sum is $12\cdot11/2=66$, as it must be.

## What is lost with two vacancies

For vacancies at $i$ and $j$, the omitted term is

$$E-E_{\rm lin}=D_iD_jE=E(V_iV_j)-M_jE(V_i)-M_iE(V_j)+M_iM_jE, \qquad (4)$$

where $E_{\rm lin}$ is the right side of (1). The formula follows by multiplying out $D_iD_j$, each $D$ being "vacancy minus mean". The other sites keep their actual atoms.

This remainder depends on a convention. Suppose $\sigma=c$ on a vacancy. The single-site identity then needs

$$f=Mf+\sigma Sf+p\left[f(V)-R_cf\right],\qquad R_cf=\tfrac{1+c}{2}f(A)+\tfrac{1-c}{2}f(B),$$

since at a vacancy the first two terms now give $Mf+cSf=R_cf$. Single-vacancy energies are unchanged, but for two vacancies the linear model predicts

$$R_{c,j}E(V_i)+R_{c,i}E(V_j)-R_{c,i}R_{c,j}E .$$

With $c=0$ each vacancy sees the other as an average atom; with $c=1$ it sees an A atom. In pure A the choice $c=1$ makes the remainder $E(VV)-2E(V)+E(\text{full})$, the usual interaction energy of two vacancies. Linearity in vacancies is therefore a property of the chosen variables as well as of the alloy once two vacancies are present. Neither choice supplies their interaction. If vacancies bind or meet often, pair terms from (4) have to be added.

## The hop

An atom of species $s$ at site $j$ jumps into a vacancy at $i$. For fixed atoms $\sigma$ on the other $N-2$ sites, let $E_{\rm ini}$ and $E_{\rm fin}$ be the end energies and $E_{\rm act}$ the energy with both sites empty and the atom at the activated position. Define

$$K_s=E_{\rm act}-\tfrac12(E_{\rm ini}+E_{\rm fin}),\qquad \Delta=E_{\rm fin}-E_{\rm ini}.$$

Subtracting each end energy from $E_{\rm act}=K_s+\frac12(E_{\rm ini}+E_{\rm fin})$ gives

$$B_{i\leftarrow j}=K_s+\tfrac12\Delta,\qquad B_{j\leftarrow i}=K_s-\tfrac12\Delta . \qquad (5)$$

The end states have one vacancy each, so (1) supplies $\Delta$. The activated state is not a lattice configuration and needs its own expansion, one for each moving species:

$$K_s=\sum_{\alpha\not\ni i,j}K_{s,\alpha}\sigma_\alpha,\qquad K_{s,\alpha}=2^{-(N-2)}\sum_\sigma\sigma_\alpha K_s(\sigma).$$

Suppose that every symmetry operation keeping the unordered pair $\{i,j\}$ maps the activated position to itself, as it does a bond midpoint, or that $E_{\rm act}$ is the lowest energy among the positions these operations connect. A fixed position without this symmetry leaves a smaller group. Let $h$ be a symmetry operation that exchanges $i$ and $j$. Applied to a final state with background $\sigma$, it yields an initial state with background $h\sigma$. Hence $E_{\rm ini}(h\sigma)=E_{\rm fin}(\sigma)$, and likewise with the labels exchanged, while $E_{\rm act}(h\sigma)=E_{\rm act}(\sigma)$. It follows that

$$K_{s,h\alpha}=K_{s,\alpha},\qquad \Delta_{h\alpha}=-\Delta_\alpha .$$

The orbits for $K_s$ are thus formed with all operations that keep the unordered pair $\{i,j\}$. A directly expanded one-way barrier has just the operations that fix both sites, and its coefficients obey $B_\alpha-B_{h\alpha}=\Delta_\alpha$. Imposing the full bond symmetry on it would erase $\Delta$. If no operation exchanges the sites, $K_s$ also has the smaller group.

Equation (5) has a further use. In transition-state theory with equal prefactors in both directions, the ratio of forward to backward rate is $e^{-\Delta/k_BT}$. An error in $K_s$ cancels from it, so a truncated $K_s$ keeps detailed balance with respect to the model's end energies. Both barriers must be positive, which requires $K_s>|\Delta|/2$. Where a model violates this, the assumed pair of minima with a saddle between them is not described, and the hop needs separate examination.

For an fcc hop, the 18 sites that neighbour either end form four single-site orbits of sizes 2, 4, 4 and 8 under a group of eight operations. There are 29 pair orbits and 117 triplet orbits, many more than for the vacancy because the group is smaller and the region larger.

## Fitting and truncation

Average over all A/B fillings with equal weight. A product $\sigma_\alpha\sigma_\beta$ with $\alpha\ne\beta$ leaves at least one unpaired spin, which averages to zero; for $\alpha=\beta$ the product is one. Hence $\langle\sigma_\alpha\sigma_\beta\rangle=\delta_{\alpha\beta}$. If a set of clusters is dropped, the mean squared error is

$$\Big\langle\Big(\sum_{\rm dropped}L_\alpha\sigma_\alpha\Big)^2\Big\rangle=\sum_{\rm dropped}L_\alpha^2 . \qquad (6)$$

For an orbit $\omega$ with sum $\Phi_\omega=\sum_{\alpha\in\omega}\sigma_\alpha$, the same rule gives $\langle\Phi_\omega^2\rangle=|\omega|$. Least squares over the complete set therefore returns $L_\omega=\langle\Phi_\omega D_iE\rangle/|\omega|$, the projection (2), whichever other orbits are in the fit. For a small sample or a strongly ordered alloy the orbit sums are correlated. The fitted values then depend on which orbits are kept, and (6) no longer gives the error.

## A layer in which every filling can be enumerated

Consider a periodic $4\times4$ triangular layer with spacing $a=2.8$ angstrom and the model energy

$$E=\sum_i\Big[\sum_j A_{ij}e^{-p(r_{ij}/a-1)}-\Big(\sum_j\xi_{ij}^2e^{-2q(r_{ij}/a-1)}\Big)^{1/2}\Big],$$

where $j$ includes periodic images, $p=10$ and $q=2.5$ (this $p$ is a decay constant). For AA, AB and BB pairs, $A=0.12,\,0.15,\,0.16$ eV and $\xi=1.2,\,1.5,\,1.6$ eV. The square root makes the energy a many-body function. Atoms do not relax, and the activated atom sits at the bond midpoint. This defines the model's activated energy; it is not a search for a saddle. Energies are relative to free atoms.

The cell has 192 symmetry operations, of which 12 fix a site: $192/12=16=N$. The $2^{15}=32768$ clusters around the vacancy fall into 3036 orbits. Separate enumeration of one-vacancy ternary clusters under the full group gives the same number, with sizes in the ratio 16. For the hop, the four bond operations permute the 14 other sites in 14, 8, 9 and 7 cycles. A cluster is unchanged by an operation if it contains each cycle wholly or not at all, so averaging the number of unchanged clusters gives

$$\tfrac14(2^{14}+2^8+2^9+2^7)=4320$$

orbits. The two directed operations give $\frac12(2^{14}+2^8)=8320$.

The combined expansion, with one number per orbit, was tested on 30 random configurations with the vacancy away from the origin. It agreed with direct energies to rounding error. Twenty barriers on randomly chosen bonds passed the same kind of test, and so did remainder (4) for 20 random vacancy pairs. The numerical output lists the values used below.

**Size of the local terms.** The constant is $L_\emptyset=3.767$ eV, whereas the formation energy in pure A, with $\mu_A$ the energy per atom of the full layer, is 0.84 eV. The difference shows why the constant must not be read as a formation energy. The single-site coefficients are $-0.03225$, $0.00642$ and $0.00734$ eV for shells of 6, 6 and 3 sites. By (6) the single-site terms account for a variance of

$$6(0.03225^2+0.00642^2)+3(0.00734^2)\approx0.00665\ \text{eV}^2,$$

or a standard deviation of 0.082 eV, close to the full 0.0824 eV. The rms error is 0.012 eV with single sites, 0.0013 eV with pairs added, and 0.0001 eV with triplets. These need 4, 18 and 68 coefficients, constant included.

The third-shell coefficient is larger than the second. In this cell the positions at $+2a$ and $-2a$ are the same site, so its coefficient collects both. It should not be carried over to a larger cell; a production fit needs a cell in which the retained clusters do not meet their own images.

**Two vacancies.** For nearest-neighbour vacancies in pure A, the direct energy is $-30.274$ eV. The linear model gives $-29.993$ eV with $c=0$ and $-30.065$ eV with $c=1$. The remainders are $-0.281$ and $-0.209$ eV, and the latter is the attraction between the vacancies. At the second and third separations the $c=1$ remainders are $+0.042$ and $+0.050$ eV, a weak repulsion. The third separation, $2a$, is again reached through two images in this cell; in $6\times6$ and $8\times8$ cells the two values become $+0.040$ and $+0.025$ eV, while the contact value stays at $-0.209$ eV. The errors are comparable with the standard deviation of $D_iE$ over the alloy, 0.082 eV, and exceed it at contact, so a good one-vacancy fit says little about divacancies.

**Hop coefficients.** The constant in $K_s$ is 0.88 eV for A and 1.03 eV for B. For A, the standard deviation of 0.063 eV falls to an rms error of 0.006 eV with single sites and 0.0005 eV with pairs. For B the spread is smaller, 0.014 eV, but single sites leave half of it, 0.007 eV; pairs reduce this to 0.0007 eV. For A the coefficient of a site in line with the jump, $-0.027$ eV, is larger in magnitude than that of a gate site beside the path, $0.020$ eV. A fit restricted to gate atoms would miss this. Reversing the bond changes a coefficient of the one-way A barrier by up to 0.071 eV, which is the asymmetry that $\Delta$ must carry.

## One hop followed through

Let rows of A and B alternate. In one A row place, in order, a vacancy, the moving A atom, a B antisite and an A atom. Around the vacancy the sums of $\sigma$ over the three shells are $-2,-2,+1$. The single-site estimate is

$$D_iE\approx3.7671+(-2)(-0.03225)+(-2)(0.00642)+0.00734=3.826\ \text{eV}.$$

Adding pairs gives 3.803 eV; adding triplets gives 3.806 eV, which is the full value to three decimals. The first two errors, 0.020 and 0.003 eV, exceed the corresponding rms errors. The rms is an average over all fillings, not a bound for an ordered one.

The host polynomial contributes $-45.377$ eV, so

$$E_{\rm ini}=-45.377+3.806=-41.571\ \text{eV}.$$

The final and activated energies are $-41.424$ and $-40.583$ eV. Therefore, with $\Delta$ taken from four decimals as $-41.4241+41.5705=0.1464$ eV,

$$\Delta=0.146\ \text{eV},\qquad K_A=-40.5828+\tfrac12(41.5705+41.4241)=0.9145\ \text{eV}.$$

Equation (5) gives a forward barrier of $0.9145+0.0732=0.9877$ eV (0.0363 hartree) and a backward barrier of $0.9145-0.0732=0.8413$ eV. Both are positive, as required.

The single-site expansion of $K_A$ gives 0.913 eV. Both gate sites hold B and contribute $2(-1)(0.020)=-0.040$ eV. The two in-line sites hold A and B and cancel. Starting from the constant 0.881 eV, the other single sites must therefore supply $0.913-0.881+0.040=0.072$ eV. This comes from the four remaining nearest neighbours of the two end sites. They all hold B and have a coefficient of $-0.0204$ eV each, which gives $+0.0815$ eV, while the six sites beyond them give $-0.0092$ eV. Here the other neighbours of the end sites outweigh the gate, so for a moving A atom in this model the hop expansion has to cover the neighbour shells of both ends and not the gate alone.

## Calculated quantities

```
spacing 2.8 angstrom; decay p 10.0, q 2.5
repulsion strengths (eV): {'AA': 0.12, 'AB': 0.15, 'BB': 0.16}
bonding strengths (eV): {'AA': 1.2, 'AB': 1.5, 'BB': 1.6}
group orders: cell, site, bond, directed bond: 192 12 4 2
local orbits, all sizes: 3036 from clusters: 32768
one-vacancy ternary orbits: 3036
hop orbits, bond / directed: 4320 8320
max error, one vacancy: 1.8e-13 eV; barriers: 3.8e-14 eV
host nearest-pair coefficient: 0.03121 eV
local constant L0: 3.76710 eV
shell 1: 6 sites at 2.800 angstrom, L = -0.03225 eV
shell 2: 6 sites at 4.850 angstrom, L = 0.00642 eV
shell 3: 3 sites at 5.600 angstrom, L = 0.00734 eV
local energy, standard deviation: 0.08237 eV
local, up to 1 sites: 4 orbits, rms error 0.01167 eV
local, up to 2 sites: 18 orbits, rms error 0.00127 eV
local, up to 3 sites: 68 orbits, rms error 0.00012 eV
pure A vacancy formation: 0.8369 eV
pure A pair, linear, s(V)=0: -29.9929 eV; s(V)=1: -30.0651 eV
1st-shell vacancy pair in A: E -30.2741, E-linear s(V)=0 -0.2812, s(V)=1 -0.2090 eV
2nd-shell vacancy pair in A: E -30.0228, E-linear s(V)=0 0.0664, s(V)=1 0.0423 eV
3rd-shell vacancy pair in A: E -30.0156, E-linear s(V)=0 0.0761, s(V)=1 0.0495 eV
K of A: constant 0.8805, gate site 0.0200, in-line site -0.0265 eV
K of A: std 0.0627, rms error to 1, 2 sites 0.0062, 0.0005 eV
one-way A barrier, largest coefficient change on reversal: 0.0714 eV
K of B: constant 1.0285, gate site -0.0014, in-line site -0.0001 eV
K of B: std 0.0140, rms error to 1, 2 sites 0.0070, 0.0007 eV
one-way B barrier, largest coefficient change on reversal: 0.0078 eV
fcc vacancy, 12 sites, group order 48 orbits of 1,2,3 sites: [1, 4, 9] pair orbit sizes: [6, 12, 24, 24]
fcc hop, 18 sites, group order 8 orbits of 1,2,3 sites: [4, 29, 117] point orbit sizes: [2, 4, 4, 8]
example rows (A=1, B=-1, V=0): [[0, 1, -1, 1], [-1, -1, -1, -1], [1, 1, 1, 1], [-1, -1, -1, -1]]
example shell sums of s: [-2, -2, 1]
example host part: -45.3768 eV; local part: 3.8063 eV
example local part to 1, 2, 3 sites (eV): [3.8261, 3.8029, 3.8065]
example energies: initial -41.5705, final -41.4241, activated -40.5828 eV
example K: 0.9145 eV; to 1, 2 sites (eV): [0.9128, 0.9144]
example barriers: forward 0.9877 eV, backward 0.8413 eV
forward barrier in atomic units: 0.03630 hartree
```
